\section*{Three-Omega Line Heater: Thermal Conductivity from the In-Phase Slope}

\section{Definitions and conventions}

A straight metal line of width $2b$ and length $L$ lies on the flat surface of a thick substrate. It serves as heater and thermometer. Its resistance is $R_0(1+\alpha\,\Delta T)$, where $\Delta T$ is its temperature rise averaged over the width. The substrate is homogeneous and isotropic, with thermal conductivity $k$, heat capacity per volume $C$ and diffusivity $D=k/C$.

The current is $I_0\cos\omega t$. All amplitudes are peak values, and $V_0=I_0R_0$. Oscillating quantities are written as real parts with the time factor $e^{+2i\omega t}$, so that a negative imaginary part means a lag. We use
\[
q^2=\frac{2i\omega C}{k},\quad \operatorname{Re}q>0,\qquad
u=|q|^2b^2=\frac{2\omega Cb^2}{k}.
\]
The length $|1/q|=\sqrt{D/2\omega}$ sets how far the thermal wave penetrates. The ideal model assumes uniform flux under the line, no heat loss from the top, constant $k$ and $C$, small $\alpha\,\Delta T$, and $L$ and the substrate thickness $h$ much larger than $|1/q|$.

To leading order in $u\ll1$, the in-phase temperature falls linearly with $\ln\omega$, and its slope contains $k$ but not $C$. This is a low-frequency law, so its first correction is derived too.

\section{From current to heat flow}

With the cold resistance, the Joule power is
\[
I_0^2R_0\cos^2\omega t=P(1+\cos2\omega t),\qquad
P=\frac{I_0^2R_0}{2}=\frac{V_0^2}{2R_0}.
\]
The steady and oscillating parts have the same size $P$. Let the oscillating temperature be $\operatorname{Re}[T(x,z)e^{2i\omega t}]$, with $x$ across the line and $z$ into the substrate. The heat equation $C\,\partial_t T=k\nabla^2T$ becomes $\nabla^2T=q^2T$. Its even solutions that decay with depth are
\[
T=\int_0^\infty A(\xi)\cos(\xi x)e^{-\kappa z}\,d\xi,\qquad \kappa=\sqrt{\xi^2+q^2}.
\]
The flux entering the surface is $P/(2bL)$ for $|x|<b$ and zero outside. Its cosine amplitude is
\[
\frac2\pi\int_0^b\frac{P}{2bL}\cos(\xi x)\,dx=\frac{P}{\pi L}\frac{\sin\xi b}{\xi b}.
\]
The condition $-k\,\partial_zT=\text{flux}$ at $z=0$ equates this to $k\kappa A$. Averaging $\cos\xi x$ over the width gives a second factor $\sin(\xi b)/(\xi b)$. The complex amplitude measured by the line is therefore
\begin{equation}
\theta=\frac{P}{\pi Lk}\int_0^\infty\frac{\sin^2\xi b}{(\xi b)^2}\frac{d\xi}{\sqrt{\xi^2+q^2}} .
\label{integral}
\end{equation}

\section{The logarithm}

The squared factor in \eqref{integral} is the average of $\cos\xi(x-x')$ over two independent points $x,x'$ of the strip; the product of sines averages to zero. With $r=|x-x'|$ we need
\[
K_0(qr)=\int_0^\infty\frac{\cos\xi r}{\sqrt{\xi^2+q^2}}\,d\xi=\int_0^\infty e^{-qr\cosh t}\,dt .
\]
To see the second equality for real $q>0$, put $\xi=q\sinh t$. The integral becomes $\frac12\int_{-\infty}^{\infty}e^{iqr\sinh t}dt$. Shifting $t$ by $i\pi/2$ turns $i\sinh t$ into $-\cosh t$, and the integrand decays at the ends of the strip crossed. Analytic continuation extends the result to $\operatorname{Re}q>0$.

For small $y=qr$, replace $\cosh t$ by $e^t/2$; the error vanishes with $y$. With $s=ye^t/2$ and an integration by parts,
\[
K_0(y)\simeq\int_{y/2}^\infty\frac{e^{-s}}s\,ds
\simeq-\ln\frac y2+\int_0^\infty e^{-s}\ln s\,ds=-\ln\frac y2-\gamma ,
\]
where $\gamma$ is Euler's constant.

The separation $r$ has probability density $2(a-r)/a^2$ on $0<r<a$, with $a=2b$. Hence
\[
\langle\ln r\rangle=\frac2{a^2}\left[a(a\ln a-a)-\left(\frac{a^2}{2}\ln a-\frac{a^2}{4}\right)\right]
=\ln(2b)-\frac32 .
\]
The average of $-\ln(qr/2)-\gamma$ is thus $\frac32-\gamma-\ln(qb)$. Since $q^2b^2=iu$, we have $\ln(qb)=\frac12\ln u+i\pi/4$, and
\begin{equation}
\theta\simeq\frac{P}{\pi Lk}\left[\frac32-\gamma-\frac12\ln\frac{2\omega Cb^2}{k}-\frac{i\pi}{4}\right].
\label{low}
\end{equation}
In the real part, $C$ stands inside a logarithm and is separated from $\omega$ by addition. Changing $C$ shifts the line vertically. Differentiation gives
\begin{equation}
\frac{d\operatorname{Re}\theta}{d\ln\omega}=-\frac{P}{2\pi Lk},\qquad
\operatorname{Im}\theta=-\frac{P}{4Lk}.
\label{slope}
\end{equation}

The slope has a simple meaning. Steady flow through half-cylinders around the line obeys $P/L=-\pi rk\,dT/dr$. The temperature drop between radii $r_1$ and $r_2$ is then $(P/\pi Lk)\ln(r_2/r_1)$. The outer radius reached by the oscillation scales as $\omega^{-1/2}$, which supplies the factor $\frac12$. Heat capacity sets where the outer radius lies, but not how it scales with frequency.

\section{How low must the frequency be?}

The function $K_0$ satisfies $K_0''+K_0'/y=K_0$, the radial form of $\nabla^2T=q^2T$. Write $\ell=\ln(y/2)+\gamma$ and try $K_0=-\ell+y^2(c_1+c_2\ell)$. The left side gives $4c_1+4c_2+4c_2\ell$, which must equal $-\ell$ at leading order. Thus $c_2=-\frac14$, $c_1=\frac14$, and the added term is $\frac14y^2(1-\ell)$.

The required averages follow from the same density:
\[
\langle r^2\rangle=\frac{a^2}{6},\qquad
\langle r^2\ln r\rangle=a^2\left(\frac{\ln a}{6}-\frac{7}{72}\right).
\]
The correction to the bracket in \eqref{low} is therefore
\begin{align*}
\frac{q^2}{4}\left\langle r^2\left(1-\gamma-\ln\frac{qr}{2}\right)\right\rangle
&=\frac{q^2a^2}{24}\left[1-\gamma-\ln\frac{qa}{2}+\frac7{12}\right]\\
&=\frac{iu}{6}\left[\frac{19}{12}-\gamma-\frac12\ln u-\frac{i\pi}{4}\right].
\end{align*}
Its real part is $\pi u/24$. Because $du/d\ln\omega=u$, the local slope becomes
\[
\frac{d\operatorname{Re}\theta}{d\ln\omega}\simeq-\frac{P}{2\pi Lk}\left(1-\frac{\pi u}{12}\right).
\]
The ideal slope rule then overestimates $k$ by the fraction $\pi u/12$. A rough value of $C$ is enough to keep this small. In the ideal model $\operatorname{Im}\theta$ gives a further warning: it is constant at small $u$ and drifts when $u$ is too large. In a real line, end losses and heat stored in the metal also change $\operatorname{Im}\theta$ and can hide this drift, so a constant value does not prove that $u$ is small enough.

At $u\gg1$ the heat enters as a plane wave. In \eqref{integral}, $\kappa\simeq q$ over the important range, and $\int_0^\infty(\sin s/s)^2ds=\pi/2$ gives
\[
\theta\simeq\frac{P}{2bLkq}=\frac{P}{2bL\sqrt{2i\omega kC}} .
\]
This limit contains the product $kC$. Its in-phase slope is $-\frac12\operatorname{Re}\theta$, so the rule \eqref{slope} would return an apparent conductivity proportional to $\sqrt{\omega kC}$.

\section{What the slope does not need}

The term $-\ln q$ in the bracket of \eqref{low} does not depend on how the flux is distributed across the line, provided that the distribution is fixed and $|q|b\ll1$. Only the average of $\ln r$ changes. As a second case, take the normalized flux profile $1/(\pi\sqrt{b^2-x'^2})$. With $x=b\cos\phi$ and $x'=b\cos\phi'$,
\[
|x-x'|=2b\left|\sin\frac{\phi+\phi'}2\,\sin\frac{\phi-\phi'}2\right| .
\]
The average of $\ln|\sin(\psi/2)|$ over a circle is $-\ln2$, so the average of $\ln r$ over $x'$ is $\ln(b/2)$ for every $x$ on the strip. The surface under the line is thus isothermal at this order. The constant $\frac32-\gamma=0.923$ is replaced by $\ln4-\gamma=0.809$; the slope is unchanged.

A contact resistance $\rho$ (temperature drop per flux) under a uniformly heated line adds $P\rho/(2bL)$ to $\theta$. This is real and independent of frequency, so it also leaves the slope alone. It does spoil a determination of $C$ from the intercept.

\section{The measured voltage}

The oscillating resistance multiplies the current:
\[
V_0\cos\omega t\;\alpha|\theta|\cos(2\omega t+\varphi)
=\frac{V_0\alpha|\theta|}{2}\left[\cos(3\omega t+\varphi)+\cos(\omega t+\varphi)\right].
\]
The complex third-harmonic amplitude is $V_3=\frac12V_0\alpha\theta$. Inserting \eqref{slope} and $P=V_0^2/(2R_0)$ gives
\begin{equation}
k=-\frac{V_0^3\alpha}{8\pi LR_0}\left(\frac{d\operatorname{Re}V_3}{d\ln\omega}\right)^{-1}.
\label{k}
\end{equation}
If both voltages are given as rms values, the $8$ becomes $4$, since $V_0^3/V_3$ carries a factor $(\sqrt2)^2=2$. A slope per decade must first be divided by $\ln10$.

\section{Worked example: a gold line on silica glass}

Take rough room-temperature values for the glass, $k=1.4$ W/(m\,K) and $C=1.6$ MJ/(m$^3$\,K). The line has $2b=10$ $\mu$m, $L=5$ mm, $R_0=75$ $\Omega$ and $\alpha=0.003$ K$^{-1}$; the substrate is 1 mm thick. A current of 15 mA gives $V_0=1.125$ V, $P=8.44$ mW and $P/(\pi Lk)=0.384$ K.

Evaluating \eqref{integral} by Gauss--Legendre quadrature gives these amplitudes, where $f=\omega/2\pi$:
\begin{center}
\begin{tabular}{cccccc}
$f$ & $u$ & $|1/q|$ & $\operatorname{Re}\theta$ & $\operatorname{Im}\theta$ & $\operatorname{Re}V_3$\\
(Hz) & & ($\mu$m) & (K) & (K) & (mV)\\ \hline
10 & 0.0036 & 83.4 & 1.434 & $-0.3005$ & 2.420\\
31.6 & 0.0114 & 46.9 & 1.214 & $-0.2990$ & 2.048\\
100 & 0.0359 & 26.4 & 0.994 & $-0.2952$ & 1.677
\end{tabular}
\end{center}
An unweighted straight-line fit to eleven logarithmically spaced frequencies from 10 to 100 Hz has slope $-0.3226$ mV per unit $\ln f$. Equation \eqref{k} then gives
\[
k=\frac{(1.125)^3(0.003)}{8\pi(0.005)(75)(3.226\times10^{-4})}
=1.405\ \mathrm{W/(m\,K)} .
\]
This is 0.34\% above the input value. The local estimate $\pi u/12$ runs from 0.09\% to 0.94\% across the band, and the fit averages over it. The out-of-phase part departs from its ideal value, $-0.3013$ K, by 0.3\% at 10 Hz and 2\% at 100 Hz.

With all other inputs fixed, halving $C$ in the simulated substrate gives a fitted $k$ of 1.402 W/(m\,K), and doubling it gives 1.410 W/(m\,K). A fourfold change in $C$ thus moves the result by about 0.5\%, through the finite width.

A single in-phase reading is less forgiving. If the 31.6 Hz value is inserted in \eqref{low} with $C$ assumed twice too large, solving for $k$ gives 1.21 W/(m\,K), or 13\% too low. The assumed $C$ lowers the bracket, and a smaller $k$ must compensate.

Once $k$ is known, the intercept yields $C$, provided that the flux profile is known too. In this simulation it is uniform. At 31.6 Hz the bracket is $G=\pi Lk\operatorname{Re}\theta/P=3.174$ with the fitted $k$, and
\[
C=\frac{k}{2\omega b^2}\exp\left[2\left(\frac32-\gamma-G\right)\right]
=1.57\ \mathrm{MJ/(m^3\,K)} .
\]
This is 2\% low. Since $G\propto k$, we have $d\ln C/d\ln k=1-2G\simeq-5.3$, so a small error in $k$ is amplified: 0.34\% in $k$ gives 1.8\% in $C$. The remaining 0.3\% comes from the term $\pi u/24$ left out of the bracket.

Moving the same line to 10--100 kHz makes $u$ run from 3.6 to 36. In the ideal model the slope rule then returns 4.1 W/(m\,K), and 5.8 W/(m\,K) with $C$ doubled. The ratio is close to $\sqrt2$, as the plane-wave limit suggests. Sideways conduction and stored heat in the 200 nm gold film of the next section would shift these values to about 4.3 and 5.9 W/(m\,K).

\section{Limits of the ideal model in a real device}

The biases below are for this line and band. Each is taken separately, relative to the fitted $k$ that already includes the strip width.

\textbf{Sideways conduction in the line.} The resistance of the line, with a film thickness $t=200$ nm and the Wiedemann--Franz law, suggests a metal conductivity $k_{\rm m}$ of about 240 W/(m\,K). Then $k_{\rm m}t/(kb)\simeq7$: the film evens out its own temperature, and the flux is closer to the isothermal profile than to the uniform one. The constant in \eqref{low} is then near 0.81. Using 0.923 instead would overestimate $C$ by roughly a quarter. The slope hardly notices. For the isothermal profile $\langle r^2\rangle$ is $b^2$ instead of $2b^2/3$, so the width error grows from $\pi u/12$ to $\pi u/8$, which raises the fitted $k$ by a further 0.17\%.

\textbf{Ends.} A surface point source of unit power produces $e^{-qs}/(2\pi ks)$ at distance $s$. Averaging over a finite line gives the longitudinal separation $y$ the weight $1-|y|/L$. Compared with an infinite line, the bracket in \eqref{low} loses
\[
\frac1L\int_0^\infty\frac{y\,e^{-qs}}s\,dy=\frac1L\int_r^\infty e^{-qs}ds\simeq\frac1{qL},
\]
because $y\,dy=s\,ds$. The loss is larger at low frequency, which flattens the slope and raises the apparent $k$ by 0.70\%. This applies when the voltage is sensed over the whole heated length and the flux into the glass is uniform along it. Heat conducted along the gold into cooler contact pads is left out; it can raise the apparent $k$ by a similar amount. Sensing the voltage between inner taps, several $|1/q|$ away from the ends, reduces both effects.

\textbf{Air.} Still air above the surface adds its own flux, and $k\kappa$ becomes $k\kappa+k_{\rm air}\kappa_{\rm air}$. For $\xi$ well above both values of $|q|$ this is $(k+k_{\rm air})\xi$. The logarithm comes from that range, so the slope measures $k+k_{\rm air}$. With a rough $k_{\rm air}=0.026$ W/(m\,K), the full integral gives a bias of $+1.9\%$. Vacuum removes it. Radiation from a black surface at 300 K, included as a surface loss coefficient of 6.1 W/(m$^2$\,K), changes $k$ by about 0.02\%.

\textbf{Heat stored in the line.} A 200 nm film with a heat capacity of 2.5 MJ/(m$^3$\,K) stores $c=5\times10^{-6}$ J/(m\,K) per length. It diverts the power $2i\omega cL\theta$, changing $\theta$ by about $-2i\omega cL\theta^2/P$. The real part of this change is $4\omega cL\operatorname{Re}\theta\operatorname{Im}\theta/P<0$. Its size grows with frequency here, steepening the slope and lowering $k$ by 0.41\%.

\textbf{Electrothermal feedback.} At fixed current, the warmer line draws more power. If $T_0$ is the steady rise, the power at $2\omega$ gains $P\alpha(T_0+\theta)$ to first order. The power at $4\omega$ gains $\frac12P\alpha\theta$, and the resulting temperature also mixes into $V_3$. Iterating power and temperature over one current period, with the back face held at ambient temperature and end effects left out, gives a mean rise of 2.5 K and a bias of $-1.8\%$. At half the current the bias is $-0.45\%$, a quarter as large, because these first-order terms scale with $P\propto I_0^2$. These figures assume that \eqref{k} is evaluated with the cold $R_0$ and $V_0=I_0R_0$. If the resistance, the voltage and $\alpha$ are instead taken at the working current, the prefactor grows by about $\alpha(T_0+\frac12\operatorname{Re}\theta)\simeq0.9\%$ and the bias shrinks to about $-0.9\%$. Measuring at several currents and extrapolating to zero removes the leading part.

The substrate thickness is harmless here: $h|q|\simeq12$ at 10 Hz, and a wave returning from the back face is reduced by $e^{-\sqrt2h|q|}\simeq4\times10^{-8}$. If the conductivity of the glass changes by roughly 0.1\% per kelvin, the mean rise changes its value directly under the line by about 0.25\%, and by less in the cooler glass farther out. The resulting bias of the slope is not calculated here.

The chosen parameters are in the range of a metal line on silica glass, but the signals are calculated, not measured. In air and at 15 mA, the two largest biases, from air and feedback, nearly cancel when the cold resistance is used; a different current, or a resistance taken at the working current, would undo this. The smaller biases do not cancel: all the listed values, with the strip width, add up to about $+0.9\%$, and conduction into the pads would add to that. For uniform flux and a chosen width error $\varepsilon$, the condition $\pi u/12<\varepsilon$ reads $f<3\varepsilon D/(\pi^2b^2)$. With $\varepsilon=1\%$ and $D=0.875$ mm$^2$/s this is about 106 Hz; for an isothermal line, with $\pi u/8$ in place of $\pi u/12$, it is about 71 Hz. The lower end of the band is set by $|1/q|\ll L,h$. A substrate with a larger $D$ moves both limits to higher frequency in proportion to $D$.
